**Density components in an LAPW sphere, from density matrices and Gaunt coefficients**

The program tests the formula for n_LM(r), the spherical-harmonic components of the valence density of states written as a·u + b·u̇ in each angular momentum channel up to l_max. Here u is a radial solution, u̇ its energy derivative at fixed norm, and the density matrices are weighted sums over states of products of the coefficients a and b. It asserts that the components agree with a direct angular projection of the pointwise density at three radii; the largest difference is 7.6e-15 relative to n_00. It also asserts the Gaunt coefficients against quadrature, u̇ against finite differences, the matching at the sphere surface, and the sphere charge against three-dimensional quadrature. For two plane waves in an empty sphere, the error relative to n_00 falls from 4.6e-3 to 8.0e-9 as l_max goes from 2 to 6. In the two-state model the sphere holds 0.5814 of two electrons, and the mixed u–u̇ part of the density carries no net charge although it is large at half the sphere radius. The last assertions show that the local exchange potential has an L = 4 part where the density, cut at l = 1, has none beyond rounding.

## Program and output

```python
"""
Result under test: inside a muffin-tin sphere the density of LAPW states
    psi_i = sum_lm [a_lm,i u_l(r) + b_lm,i udot_l(r)] Y_lm,   l <= lmax,
has the components
    n_LM(r) = sum_{lm,l'm'} G [Daa u_l u_l' + Dab u_l udot_l'
                               + Dba udot_l u_l' + Dbb udot_l udot_l'],
with Dxy[lm,l'm'] = sum_i w_i conj(x_lm,i) y_l'm',i,
G = integral of conj(Y_lm) conj(Y_LM) Y_l'm' over angles, and L <= 2 lmax.
udot is the energy derivative of u at fixed norm; w_i is the state weight.
Units: lengths in nm, energies in aJ (1e-18 J). The sphere holds a
constant potential -depth, so that u_l is a spherical Bessel function.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as sc
from scipy.special import lpmv, spherical_jn

H2M = sc.hbar**2 / (2 * sc.m_e) * 1e36                    # aJ nm^2
COULOMB = sc.e**2 / (4 * pi * sc.epsilon_0) * 1e27        # aJ nm
EDGE, R, DEPTH, ENERGY, LMAX = 0.30, 0.12, 2.0, 0.5, 4
VOLUME = EDGE**3
R0 = 0.06

nodes, node_weights = np.polynomial.legendre.leggauss(32)
rg, wg = R * (nodes + 1) / 2, R * node_weights / 2


def index(l, m):
    return l * l + l + m


def lm_list(lmax):
    return [(l, m) for l in range(lmax + 1) for m in range(-l, l + 1)]


def harmonics(lmax, cos_theta, phi):
    out = np.zeros(((lmax + 1)**2, len(phi)), complex)
    for l in range(lmax + 1):
        for m in range(l + 1):
            c = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
            y = c * lpmv(m, l, cos_theta) * np.exp(1j * m * phi)
            out[index(l, m)] = y
            out[index(l, -m)] = (-1)**m * y.conj()
    return out


def harmonics_of_vector(lmax, v):
    v = np.asarray(v, float)
    return harmonics(lmax, np.array([v[2] / np.linalg.norm(v)]),
                     np.array([np.arctan2(v[1], v[0])]))[:, 0]


def three_j(a, b, c, x, y, z):
    """Racah's finite sum for integer angular momenta."""
    if (x + y + z != 0 or c < abs(a - b) or c > a + b
            or abs(x) > a or abs(y) > b or abs(z) > c):
        return 0.0
    f = factorial
    top = (f(a+b-c) * f(a-b+c) * f(-a+b+c) * f(a+x) * f(a-x)
           * f(b+y) * f(b-y) * f(c+z) * f(c-z))
    total = 0.0
    for k in range(max(0, b-c-x, a-c+y), min(a+b-c, a-x, b+y) + 1):
        total += (-1)**k / (f(k) * f(a+b-c-k) * f(a-x-k) * f(b+y-k)
                            * f(c-b+x+k) * f(c-a-y+k))
    return (-1)**abs(a - b - z) * sqrt(top / f(a+b+c+1)) * total


@lru_cache(maxsize=None)
def gaunt(l, m, L, M, l2, m2):
    return ((-1)**abs(m2) * sqrt((2*l+1) * (2*L+1) * (2*l2+1) / (4*pi))
            * three_j(l, L, l2, 0, 0, 0) * three_j(l, L, l2, m, M, -m2))


def radial(l, r, energy=ENERGY, depth=DEPTH):
    """u, udot and their radial slopes, for an array r > 0."""
    r = np.asarray(r, float)
    k = sqrt((energy + depth) / H2M)
    dk = 1 / (2 * k * H2M)
    j_grid = spherical_jn(l, k * rg)
    dj_grid = rg * spherical_jn(l, k * rg, True)
    norm = 1 / sqrt(np.sum(wg * rg**2 * j_grid**2))
    mix = norm**2 * np.sum(wg * rg**2 * j_grid * dj_grid)
    x = k * r
    j, d = spherical_jn(l, x), spherical_jn(l, x, True)
    d2 = -2 * d / x - (1 - l * (l + 1) / x**2) * j
    return (norm * j, norm * dk * (r * d - mix * j),
            norm * k * d, norm * dk * (d + x * d2 - mix * k * d))


def match(l, K, energy=ENERGY, depth=DEPTH):
    """Closed-form matching of u and udot to j_l(Kr) at r = R."""
    u, v, du, dv = [f[0] for f in radial(l, np.array([R]), energy, depth)]
    j, dj = spherical_jn(l, K * R), K * spherical_jn(l, K * R, True)
    return H2M * R**2 * (dj*v - j*dv), H2M * R**2 * (du*j - u*dj)


def state_coefficients(waves, amplitudes, lmax, energy=ENERGY, depth=DEPTH):
    a = np.zeros((lmax + 1)**2, complex)
    b = np.zeros((lmax + 1)**2, complex)
    for K, c in zip(waves, amplitudes):
        y = harmonics_of_vector(lmax, K).conj()
        for l in range(lmax + 1):
            alpha, beta = match(l, np.linalg.norm(K), energy, depth)
            s = slice(l * l, (l + 1)**2)
            factor = c * 4 * pi * 1j**l / sqrt(VOLUME) * y[s]
            a[s] += factor * alpha
            b[s] += factor * beta
    return a, b


def density_matrices(a, b, w):
    def make(x, y):
        return np.einsum('i,ip,iq->pq', w, x.conj(), y)
    return make(a, a), make(a, b), make(b, a), make(b, b)


def components(matrices, lmax, r, energy=ENERGY, depth=DEPTH):
    """The uu, u-udot and udot-udot parts of n_LM(r)."""
    daa, dab, dba, dbb = matrices
    rad = [radial(l, r, energy, depth) for l in range(lmax + 1)]
    parts = np.zeros((3, (2*lmax + 1)**2, len(r)), complex)
    for p, (l, m) in enumerate(lm_list(lmax)):
        u, v = rad[l][:2]
        for q, (l2, m2) in enumerate(lm_list(lmax)):
            u2, v2 = rad[l2][:2]
            M = m2 - m
            term = np.array([daa[p, q] * u * u2,
                             dab[p, q] * u * v2 + dba[p, q] * v * u2,
                             dbb[p, q] * v * v2])
            for L in range(abs(l - l2), l + l2 + 1, 2):
                if L >= abs(M):
                    parts[:, index(L, M)] += gaunt(l, m, L, M, l2, m2) * term
    return parts


# Angular product grid
xt, wt = np.polynomial.legendre.leggauss(24)
NPHI = 48
ct = np.repeat(xt, NPHI)
ph = np.tile(2 * pi * np.arange(NPHI) / NPHI, len(xt))
wa = np.repeat(wt, NPHI) * 2 * pi / NPHI
st = np.sqrt(1 - ct**2)
unit = np.array([st * np.cos(ph), st * np.sin(ph), ct])
Y = harmonics(2 * LMAX + 2, ct, ph)


def project(f):
    return (Y.conj() * wa) @ f


def pointwise_density(a, b, w, lmax, r):
    """Sum of w |psi|^2 on the angular grid, without any Gaunt coefficient."""
    rad = [radial(l, np.array([r])) for l in range(lmax + 1)]
    u = np.array([rad[l][0][0] for l, m in lm_list(lmax)])
    v = np.array([rad[l][1][0] for l, m in lm_list(lmax)])
    psi = (a * u + b * v) @ Y[:(lmax + 1)**2]
    return w @ np.abs(psi)**2


# Gaunt coefficients against quadrature, including L above 2 lmax
nlm = (LMAX + 1)**2
pairs = (Y[:nlm].conj()[:, None, :] * Y[None, :nlm, :]).reshape(nlm**2, -1)
G_quad = ((pairs * wa) @ Y.conj().T).reshape(nlm, nlm, -1)
G_formula = np.zeros(G_quad.shape)
for p, (l, m) in enumerate(lm_list(LMAX)):
    for q, (l2, m2) in enumerate(lm_list(LMAX)):
        for s, (L, M) in enumerate(lm_list(2 * LMAX + 2)):
            if M == m2 - m:
                G_formula[p, q, s] = gaunt(l, m, L, M, l2, m2)
gaunt_error = np.max(np.abs(G_quad - G_formula))
assert gaunt_error < 1e-10
assert np.max(np.abs(G_quad[:, :, (2*LMAX + 1)**2:])) < 1e-11
top_index = index(2 * LMAX, 2 * LMAX)
assert np.sum(np.abs(G_quad[:, :, top_index]) > 1e-9) == 1

# Radial functions: energy derivative, norm, orthogonality, Wronskian, matching
udot_norm = []
for l in range(LMAX + 1):
    u, v, du, dv = radial(l, rg)
    h = 1e-4
    fd = (radial(l, rg, ENERGY + h)[0] - radial(l, rg, ENERGY - h)[0]) / (2*h)
    assert np.max(np.abs(fd - v)) < 1e-6 * np.max(np.abs(v))
    assert abs(np.sum(wg * rg**2 * u * v)) < 1e-10
    udot_norm.append(np.sum(wg * rg**2 * v**2))
    u, v, du, dv = [f[0] for f in radial(l, np.array([R]))]
    assert abs(R**2 * (du*v - u*dv) * H2M - 1) < 1e-8
    for K in (7.0, 15.0):
        al, be = match(l, K)
        jR, djR = spherical_jn(l, K*R), K * spherical_jn(l, K*R, True)
        assert abs(al*u + be*v - jR) < 1e-8 * abs(jR)
        assert abs(al*du + be*dv - djR) < 1e-8 * abs(djR)
udot_norm = np.array(udot_norm)
N_lm = np.array([udot_norm[l] for l, m in lm_list(LMAX)])

# Two model Bloch states; wave vectors k+G in units of 2 pi / EDGE
reduced = [np.array([[0.2, 0.1, 0.3], [0.2, 0.1, -0.7]]),
           np.array([[-0.3, 0.2, 0.1], [0.7, 0.2, 0.1]])]
raw = [np.array([0.8, 0.5j]), np.array([0.8, 0.4 + 0.3j])]
waves = [2 * pi / EDGE * k for k in reduced]
weights = np.array([1.0, 1.0])
amps, A, B, outside = [], [], [], []
for K, c in zip(waves, raw):
    a, b = state_coefficients(K, c, LMAX)
    ball = 0.0
    for g in range(2):
        for h in range(2):
            x = np.linalg.norm(K[h] - K[g]) * R
            shape = spherical_jn(1, x) / x if x > 0 else 1 / 3
            ball += (c[g].conj() * c[h] * 4*pi*R**3 / VOLUME * shape).real
    ball_quad = sum(w * r**2 * np.sum(wa * np.abs(
        c @ np.exp(1j * r * (K @ unit)))**2) for r, w in zip(rg, wg)) / VOLUME
    assert abs(ball - ball_quad) < 1e-10
    interstitial = np.sum(np.abs(c)**2) - ball
    norm = interstitial + np.sum(np.abs(a)**2 + N_lm * np.abs(b)**2)
    amps.append(c / sqrt(norm))
    A.append(a / sqrt(norm))
    B.append(b / sqrt(norm))
    outside.append(interstitial / norm)
A, B = np.array(A), np.array(B)
D = density_matrices(A, B, weights)
assert np.allclose(D[2], D[1].conj().T)

# Main test: formula against angular projection of the pointwise density
radii = np.array([0.03, R0, R])
parts = components(D, LMAX, radii)
n_formula = parts.sum(axis=0)
main_error = 0.0
for i, r in enumerate(radii):
    direct = project(pointwise_density(A, B, weights, LMAX, r))
    scale = abs(direct[0])
    padded = np.zeros(len(direct), complex)
    padded[:n_formula.shape[0]] = n_formula[:, i]
    main_error = max(main_error, np.max(np.abs(direct - padded)) / scale)
    if r == R:
        assert abs(direct[top_index] / n_formula[top_index, i] - 1) < 1e-7
assert main_error < 1e-10
for L, M in lm_list(2 * LMAX):
    assert np.allclose(n_formula[index(L, -M)],
                       (-1)**abs(M) * n_formula[index(L, M)].conj(), atol=1e-9)

# Charge in the sphere: trace formula against three-dimensional quadrature
charge_lm = np.diag(D[0]).real + N_lm * np.diag(D[3]).real
charge = charge_lm.sum()
charge_quad = sum(w * r**2 * np.sum(wa * pointwise_density(
    A, B, weights, LMAX, r)) for r, w in zip(rg, wg))
assert abs(charge - charge_quad) < 1e-9
grid_parts = components(D, LMAX, rg)[:, 0].real
cross_charge = sqrt(4*pi) * np.sum(wg * rg**2 * grid_parts[1])
assert abs(cross_charge) < 1e-9
assert np.max(np.abs(grid_parts[1])) > 1e-4 * np.max(grid_parts.sum(axis=0))

# Density at the sphere surface against the interstitial plane waves
surface = sum(w * np.abs(c @ np.exp(1j * R * (K @ unit)))**2
              for w, c, K in zip(weights, amps, waves)) / VOLUME
n00_out = project(surface)[0].real
n00_in = {}
for cut in (2, LMAX):
    size = (cut + 1)**2
    Dc = density_matrices(A[:, :size], B[:, :size], weights)
    n00_in[cut] = components(Dc, cut, np.array([R])).sum(axis=0)[0, 0].real
assert abs(n00_in[LMAX] / n00_out - 1) < 1e-3
assert abs(n00_in[LMAX] - n00_out) < abs(n00_in[2] - n00_out)

# Empty sphere: two plane waves of equal length, closed-form components
K_pair = 15.0 * np.array([[0.6, 0.0, 0.8], [0.0, 1.0, 0.0]])
c2 = 0.5 + 0.4j
q_vec = K_pair[1] - K_pair[0]
yq = harmonics_of_vector(4, q_vec).conj()
exact = np.array([4*pi * 1j**L * spherical_jn(L, np.linalg.norm(q_vec) * R0)
                  * yq[index(L, M)] * (c2 + (-1)**L * c2.conjugate())
                  for L, M in lm_list(4)])
exact[0] += sqrt(4*pi) * (1 + abs(c2)**2)
exact /= VOLUME
empty_error = {}
for cut in (2, 4, 6):
    e_wave = H2M * 15.0**2
    a, b = state_coefficients(K_pair, [1.0, c2], cut, e_wave, 0.0)
    De = density_matrices(a[None], b[None], np.array([1.0]))
    got = components(De, cut, np.array([R0]), e_wave, 0.0).sum(axis=0)[:25, 0]
    empty_error[cut] = np.max(np.abs(got - exact)) / abs(exact[0])
assert empty_error[2] > empty_error[4] > empty_error[6]
assert empty_error[6] < 1e-6

# Exchange potential of a density cut at lmax = 1: components above L = 2
n_cut = pointwise_density(A[:, :4], B[:, :4], weights, 1, R0)
n_cut_lm = project(n_cut)
vx_lm = project(-COULOMB * (3 * n_cut / pi)**(1/3))
n_L4 = np.max(np.abs(n_cut_lm[16:25]))
vx_L4 = np.max(np.abs(vx_lm[16:25]))
assert n_L4 < 1e-11 * abs(n_cut_lm[0])
assert vx_L4 > 1e-5 * abs(vx_lm[0])

# Output
print(f"hbar^2/2m = {H2M:.6e} aJ nm^2; e^2/(4 pi eps0) = {COULOMB:.6f} aJ nm")
print(f"cell edge {EDGE:.2f} nm, R = {R:.2f} nm, r0 = {R0:.2f} nm")
print(f"depth {DEPTH:.1f} aJ, E_l = {ENERGY:.1f} aJ, lmax = {LMAX}")
for i in range(2):
    for k, c0, c in zip(reduced[i], raw[i], amps[i]):
        print(f"state {i+1}: (k+G)/(2pi/edge) = {k}, c raw {c0:.1f}, "
              f"normalized {c:.5f}")
print("l, u(r0) [nm^-3/2], udot(r0) [nm^-3/2 aJ^-1], <udot|udot> [aJ^-2],"
      " charge [electrons]")
for l in range(LMAX + 1):
    u, v = [f[0] for f in radial(l, np.array([R0]))[:2]]
    ql = charge_lm[l*l:(l+1)**2].sum()
    print(f"{l}  {u:.5f}  {v:.6f}  {udot_norm[l]:.6f}  {ql:.6f}")
print(f"state 1: a_00 = {A[0,0]:.5f}, b_00 = {B[0,0]:.5f} aJ")
print(f"state 2: a_00 = {A[1,0]:.5f}, b_00 = {B[1,0]:.5f} aJ")
print(f"charge in sphere: trace {charge:.6f}, quadrature {charge_quad:.6f}"
      " electrons")
print(f"charge of u-udot part: {cross_charge:.1e} electrons")
print(f"interstitial charge: {weights @ np.array(outside):.6f} electrons")
print("n_LM(r0) in nm^-3:")
for L in range(3):
    for M in range(L + 1):
        print(f"L={L} M={M}: {n_formula[index(L, M), 1]:.5f}")
for L in (0, 2):
    x = parts[:, index(L, 0), 1].real
    print(f"n_{L}0(r0) parts uu, u-udot, udot-udot: "
          f"{x[0]:.5f}, {x[1]:.5f}, {x[2]:.5f} nm^-3")
print("largest |n_LM| at r = R for L = 0 to 8, in nm^-3:")
print("  ".join(f"{np.max(np.abs(n_formula[L*L:(L+1)**2, 2])):.3e}"
                for L in range(2*LMAX + 1)))
p, q = index(4, -4), index(4, 4)
print("single term of n_88 (l=l'=4, m=-4, m'=4):")
print(f"G = {gaunt(4, -4, 8, 8, 4, 4):.6f}")
for name, mat, unit_name in zip(("Daa", "Dab", "Dba", "Dbb"), D,
                                ("(no unit)", "aJ", "aJ", "aJ^2")):
    print(f"{name} = {mat[p, q]:.5e} {unit_name}")
print(f"n_88(r0) = {n_formula[top_index, 1]:.5e} nm^-3")
print(f"largest Gaunt error {gaunt_error:.1e}")
print(f"largest n_LM error relative to n_00: {main_error:.1e}")
print(f"n_00(R) inside, lmax 2: {n00_in[2]:.5f}, lmax 4: {n00_in[4]:.5f}, "
      f"outside: {n00_out:.5f} nm^-3")
print("empty sphere, relative error for lmax 2, 4, 6: "
      + ", ".join(f"{empty_error[c]:.1e}" for c in (2, 4, 6)))
print(f"states cut at lmax = 1, r0: largest |n_4M| = {n_L4:.1e} nm^-3")
print(f"same density: |vx_00| = {abs(vx_lm[0]):.5f} aJ, "
      f"largest |vx_4M| = {vx_L4:.3e} aJ")
print("finished without a failed check")
```

Output:

```
hbar^2/2m = 6.104264e-03 aJ nm^2; e^2/(4 pi eps0) = 0.230708 aJ nm
cell edge 0.30 nm, R = 0.12 nm, r0 = 0.06 nm
depth 2.0 aJ, E_l = 0.5 aJ, lmax = 4
state 1: (k+G)/(2pi/edge) = [0.2 0.1 0.3], c raw 0.8+0.0j, normalized 0.86049+0.00000j
state 1: (k+G)/(2pi/edge) = [ 0.2  0.1 -0.7], c raw 0.0+0.5j, normalized 0.00000+0.53780j
state 2: (k+G)/(2pi/edge) = [-0.3  0.2  0.1], c raw 0.8+0.0j, normalized 0.86679+0.00000j
state 2: (k+G)/(2pi/edge) = [0.7 0.2 0.1], c raw 0.4+0.3j, normalized 0.43339+0.32504j
l, u(r0) [nm^-3/2], udot(r0) [nm^-3/2 aJ^-1], <udot|udot> [aJ^-2], charge [electrons]
0  58.11582  6.936078  0.030340  0.470295
1  35.64404  4.106379  0.004833  0.095531
2  19.98822  1.869451  0.001365  0.014468
3  10.90790  0.845358  0.000530  0.001082
4  5.86543  0.386848  0.000249  0.000044
state 1: a_00 = 0.34515+0.18868j, b_00 = -0.82787-0.20517j aJ
state 2: a_00 = 0.49973+0.11404j, b_00 = -0.99927-0.12400j aJ
charge in sphere: trace 0.581420, quadrature 0.581420 electrons
charge of u-udot part: -3.5e-17 electrons
interstitial charge: 1.418580 electrons
n_LM(r0) in nm^-3:
L=0 M=0: 254.88558+0.00000j
L=1 M=0: 61.38044+0.00000j
L=1 M=1: 25.15938+1.18309j
L=2 M=0: 8.92236-0.00000j
L=2 M=1: -0.33220+0.27769j
L=2 M=2: -10.59724-0.30451j
n_00(r0) parts uu, u-udot, udot-udot: 433.15313, -203.26920, 25.00165 nm^-3
n_20(r0) parts uu, u-udot, udot-udot: 13.68934, -5.17449, 0.40750 nm^-3
largest |n_LM| at r = R for L = 0 to 8, in nm^-3:
2.954e+02  8.734e+01  3.528e+01  3.383e+01  4.773e+00  2.859e+00  2.115e-01  4.115e-02  2.239e-02
single term of n_88 (l=l'=4, m=-4, m'=4):
G = 0.379946
Daa = -3.16061e-06-3.66567e-06j (no unit)
Dab = 2.79692e-06+3.56859e-06j aJ
Dba = 3.53346e-06+3.31640e-06j aJ
Dbb = -3.16289e-06-3.25716e-06j aJ^2
n_88(r0) = -3.60360e-05-4.21650e-05j nm^-3
largest Gaunt error 1.2e-14
largest n_LM error relative to n_00: 7.6e-15
n_00(R) inside, lmax 2: 293.86969, lmax 4: 295.43064, outside: 295.43349 nm^-3
empty sphere, relative error for lmax 2, 4, 6: 4.6e-03, 4.7e-05, 8.0e-09
states cut at lmax = 1, r0: largest |n_4M| = 8.8e-13 nm^-3
same density: |vx_00| = 3.31055 aJ, largest |vx_4M| = 6.422e-04 aJ
finished without a failed check
```
